# Isovalent band offsets from second moments of localised charge responses

## Charge moved to four neighbours

In a zincblende crystal with cubic lattice constant $a$, change one kind of cation so that each changed site loses $\delta$ electrons and each of its four nearest anions gains $\delta/4$. Let the change fill a half-space. By how much does the mean electrostatic energy of an electron differ between the two sides?

Write $k=e^2/4\pi\varepsilon_0$ and let $V$ be the electrostatic potential energy of an electron. An extra electron number density $n$ raises it according to

$$\nabla^2V=-4\pi k\,n. \tag{1}$$

Take the interface normal along [001]. A cation layer has $2/a^2$ sites per area and the layers are $a/2$ apart. One changed layer carries $-2\delta/a^2$ electrons per area at $z=0$ and $+\delta/a^2$ at each of $z=\pm a/4$. This set has no net charge and no dipole, so $V$ vanishes on both sides of it. Between the outer planes (1) gives a triangular well,

$$V(z)=-\frac{4\pi k\delta}{a^2}\left(\frac a4-|z|\right),\qquad \int V\,dz=-\frac{4\pi k\delta}{a^2}\,\frac{a^2}{16}=-\frac{\pi k\delta}{4}. \tag{2}$$

A filled half-space has one such well every $a/2$. Its mean potential energy is therefore $-\pi k\delta/2a$, and this is the step.

For another normal $\hat{\mathbf n}$ the planes lie elsewhere, but the area of the well depends on the charge only through its second moment along the normal, as (9) will show. With bonds $\mathbf b=\frac a4(1,1,1),\frac a4(1,-1,-1),\dots$ this moment is

$$\frac\delta4\sum_{\mathbf b}(\hat{\mathbf n}\cdot\mathbf b)^2=
\begin{cases}
\frac\delta4\cdot4\cdot\frac{a^2}{16}=\frac{\delta a^2}{16}&[001]\\[2pt]
\frac\delta4\cdot2\cdot\frac{a^2}{8}=\frac{\delta a^2}{16}&[110]\\[2pt]
\frac\delta4\left(\frac{3a^2}{16}+3\cdot\frac{a^2}{48}\right)=\frac{\delta a^2}{16}&[111].
\end{cases} \tag{3}$$

The layers look quite different, yet the step is the same. What remains is to show that a real substitution acts in this way, and to find where the argument stops.

## The response to one substitution

Choose a reference insulator with the symmetry of zincblende, for instance a virtual crystal whose ions are averages of those to be joined. All materials share its lattice constant, and the ions stay on ideal sites. A material X is the reference with a short-range potential of strength $w_{X,s}$ added on every site of sublattice $s$ ($c$ for cations, $a$ for anions). The substitution is isovalent: the added potential has no Coulomb tail. An interface is a pattern of strengths $w_{\mathbf R,s}$ that tends to one material on each side.

In a mean-field description let $\chi$ be the density response to the total potential and $\gamma$ the Coulomb interaction. To first order

$$n=\chi(w+\gamma n)\quad\Rightarrow\quad n=(1-\chi\gamma)^{-1}\chi w. \tag{4}$$

Exchange and correlation in a local or semilocal approximation add a short-range kernel to $\gamma$ and leave the argument unchanged. Equation (4) is linear and the reference is periodic, so the density is a sum of identical pieces,

$$n(\mathbf r)=\sum_{\mathbf R,s}w_{\mathbf R,s}\,n_s(\mathbf r-\mathbf R-\boldsymbol\tau_s), \tag{5}$$

where $n_s$ is the response to a unit substitution at the origin and $\boldsymbol\tau_s$ is the position of sublattice $s$ in the cell. I assume that $n_s$ decays fast enough to have a second moment. Three of its properties are needed.

**No net charge.** A uniform potential moves no electrons in an insulator, and a slowly varying one produces a macroscopic charge of order $q^2$. For small wavevector $q$ write this as $n(q)=-Cq^2V_{\rm tot}(q)$, with $C>0$ independent of direction in a cubic crystal. Here $V_{\rm tot}=w+4\pi kn/q^2$, so

$$V_{\rm tot}=\frac{w}{1+4\pi kC},\qquad n(q)=-\frac{Cq^2\,w}{1+4\pi kC}. \tag{6}$$

This sketch omits the variation inside the cell, which changes the coefficient but not the power of $q$. If $w(q)$ is finite at $q\to0$, then $n(0)=0$. A heterovalent substitution has $w\propto1/q^2$; $n(0)$ is then finite, and the argument fails at this point.

**No dipole.** The site has tetrahedral symmetry. Its twofold rotation about $z$ reverses $x$ and $y$, and the one about $x$ reverses $z$, so no vector survives.

**An isotropic second moment.** The same rotations remove $\int xy\,n_s$ and its partners, and the threefold axis makes the diagonal elements equal:

$$\int r_ir_j\,n_s\,d^3r=\frac{Q_s}{3}\,\delta_{ij},\qquad Q_s=\int r^2n_s\,d^3r. \tag{7}$$

## The step at an interface

Let the atomic layers be a distance $d$ apart, so that there are $d/\Omega$ sites of each sublattice per area in a layer, with $\Omega=a^3/4$ the primitive-cell volume. Averaged over the plane, one layer of unit substitutions has the density

$$\nu_s(z)=\frac d\Omega\int n_s\,\delta(z-\hat{\mathbf n}\cdot\mathbf r)\,d^3r, \tag{8}$$

and a potential $U_s(z)$ with $U_s''=-4\pi k\nu_s$. Its net charge and dipole vanish, so $U_s$ can be taken to vanish on both sides. Two integrations by parts, whose boundary terms vanish, then give

$$\int U_s\,dz=\frac12\int z^2U_s''\,dz=-2\pi k\int z^2\nu_s\,dz=-\frac{2\pi k\,d\,Q_s}{3\Omega}. \tag{9}$$

The last equality uses (7), and it is here that the direction of $\hat{\mathbf n}$ drops out. Deep inside material X the potential is $\sum_{m,s}w_{X,s}U_s(z-md)$, apart from a shift of origin for each sublattice. Its average over one period is

$$\frac1d\int_0^d\sum_mU_s(z-md)\,dz=\frac1d\int_{-\infty}^{\infty}U_s\,dz, \tag{10}$$

because the shifted intervals cover the whole axis once. The reference crystal contributes the same mean on both sides. Hence

$$\boxed{\;D_{AB}\equiv\bar V_A-\bar V_B=\sum_sL_s\,(w_{A,s}-w_{B,s}),\qquad L_s=-\frac{2\pi k}{3\Omega}\,Q_s\;} \tag{11}$$

Equation (10) uses only layers near the point of observation. Intermixing within a few layers of the interface changes the potential there but not the step, to this order. Mixing within a layer is covered too, since the planar average sees only the mean strength in that layer.

The valence offset is the difference of the band edges on one energy scale. If $E_{v,X}$ is the valence edge of bulk X measured from its own mean electrostatic energy,

$$\Delta E_v(AB)=E_{v,A}-E_{v,B}+D_{AB}. \tag{12}$$

The second moments thus fix the lineup $D_{AB}$, not the whole offset. The band term is a difference of bulk numbers, so it does not depend on orientation, and it cancels in the sum around any triangle A–B–C–A. With (11) taken about one common reference, the lineup does the same: to first order the offset is orientation independent and transitive.

The split in (12) is partly a convention. A short-range ionic potential $w(\mathbf r)$ can be left in the band term, as in the model below, or assigned an equivalent charge through (1) and counted in $Q_s$. Its mean then moves from one term to the other and the sum is unchanged.

## The same coefficient at long wavelength

Expand the Fourier transform of $n_s$. The first two terms vanish, and (7) gives

$$n_s(\mathbf q)=-\frac12\sum_{ij}q_iq_j\frac{Q_s}3\delta_{ij}+O(q^3)=-\frac{q^2Q_s}{6}+O(q^3). \tag{13}$$

The potential energy produced by a slow modulation of $w_s$ is $4\pi k\,n_s(\mathbf q)/\Omega q^2$, which tends to $-2\pi kQ_s/3\Omega=L_s$. An abrupt interface and a very gradual one have the same first-order coefficient.

Now let $w_s$ be a shift of the site energy, and shift both sublattices by the same slowly varying $w$. This is an external macroscopic potential. By definition of the electronic dielectric constant $\varepsilon$ the total is $w/\varepsilon$, and therefore

$$1+L_c+L_a=\frac1\varepsilon. \tag{14}$$

Two limits follow. For $\varepsilon\to1$ the coefficients sum to zero and a rigid shift appears in full in the offset. For $\varepsilon\to\infty$ they sum to $-1$: the charge response cancels the shift, and the band edges line up as if the two sides were in metallic contact.

## Second order

Consider a periodic superlattice with equal, thick slabs of X and Y. Let $\mathbf m=(\mathbf w_X+\mathbf w_Y)/2$ and $\boldsymbol\Delta=\mathbf w_X-\mathbf w_Y$, vectors with components $c$ and $a$. Reversing $\boldsymbol\Delta$ at fixed $\mathbf m$ exchanges the materials, which is a translation by half a period. The difference $D_{XY}$ between the mid-slab potentials is thus odd in $\boldsymbol\Delta$. Applying (11) about the crystal $\mathbf m$, which also has tetrahedral sites, gives

$$D_{XY}=\sum_sL_s(\mathbf m)\,\Delta_s+O(\Delta^3). \tag{15}$$

The second-order part of this mid-slab difference is still independent of orientation. Transitivity is less robust. Put $L_s(\mathbf m)=L_s+\sum_tM_{st}m_t$. The second-order part of one pair is

$$\tfrac12(\mathbf w_X-\mathbf w_Y)^TM(\mathbf w_X+\mathbf w_Y)=\tfrac12\left(\mathbf w_X^TM\mathbf w_X-\mathbf w_Y^TM\mathbf w_Y\right)+\tfrac12\left(\mathbf w_X^TM\mathbf w_Y-\mathbf w_Y^TM\mathbf w_X\right). \tag{16}$$

The first bracket cancels around a triangle. The second contains only the antisymmetric part of $M$, so that

$$D_{AB}+D_{BC}+D_{CA}=(M_{ca}-M_{ac})\,S,\qquad S=\tfrac12\sum_{\rm pairs}(w_{X,c}w_{Y,a}-w_{X,a}w_{Y,c}), \tag{17}$$

up to third order. $S$ is the signed area of the triangle in the plane of the two level shifts. It vanishes if the three materials lie on a line, as for substitution on one sublattice in this model.

A single interface can also have a step $E$ that is even in $\boldsymbol\Delta$. For a common-anion (001) interface, the fourfold rotation–reflection about an anion in the interface plane reverses the normal and exchanges the two cations. For (110), a twofold screw axis along [001], midway between two layers, does the same. Such an operation makes the step odd, so $E=0$. No operation of the tetrahedral group reverses [111], and there $E$ is allowed.

In a superlattice both interfaces have the same even step in $\bar V$ along the growth direction. Periodicity then requires fields. With slopes $F_A,F_B$ of $\bar V$ and slab thickness $\ell$,

$$(F_A+F_B)\,\ell+2E=0\quad\Rightarrow\quad E=-\tfrac12(F_A+F_B)\,\ell. \tag{18}$$

From mid-A to mid-B the potential changes by $(F_A+F_B)\ell/2+(-D_{AB}+E)=-D_{AB}$. The mid-slab difference is therefore the mean of the two interfaces.

## A zincblende model

The model has one $s$ orbital per site and two electrons per cell, with $a=6.0$ Å and $\Omega=54$ Å$^3$. The hopping matrix element is $+1.0$ eV between neighbours and $+0.1$ eV between nearest anions. The sign of the first is immaterial. The sign of the second matters, and all numbers below refer to $+0.1$ eV. The bare levels are $+4$ eV (cation) and $-4$ eV (anion). Each site has core charge $+1$; site charges are Gaussians of width 0.8 Å interacting through the full Hartree potential. Exchange and correlation are left out. These are round parameters, not those of a material. The self-consistent reference has a gap of 5.85 eV.

Raising one cation level by 1 eV, in linear response, removes 0.0392 electrons from the site and adds 0.0092 to each neighbouring anion. The second moment is $Q_c=0.2786$ Å$^2$ per eV, and (11) gives

$$L_c=-\frac{2\pi(14.40\ {\rm eV\,Å})}{3(54.0\ {\rm Å^3})}\,(0.2786\ {\rm Å^2/eV})=-0.1556. \tag{19}$$

The four neighbours, at $r^2=3a^2/16=6.75$ Å$^2$, supply $4(0.0092)(6.75)=0.248$ Å$^2$ per eV, or 89% of $Q_c$. The picture of the opening section is nearly quantitative here. For the anion $L_a=-0.1442$. Both are negative because electrons leave the raised site for its surroundings.

The small-$q$ response along [001], [110] and [111] gives $L_c=-0.1555$ and $L_a=-0.1441$. With $\varepsilon=1.428$, (14) compares $1+L_c+L_a=0.7002$ with $1/\varepsilon=0.7003$.

Three materials have level shifts $(w_c,w_a)$ of A $(-0.5,0)$, B $(0.5,0)$ and C $(0,0.6)$ eV. Superlattices of 16 layers were solved self-consistently in each orientation. With all shifts reduced to 2%, the A/B lineup is 3.11 meV for all three normals, and (11) gives 3.11 meV. Over all pairs and normals the largest deviation is 0.23% of $\sum_s|L_s\Delta_s|$. Exchanging the two layers next to one (001) interface leaves the A/B value at 3.1107 meV.

At full contrast the lineups, in eV, are:

| Pair | (001) | (110) | (111) | Eq. (11) |
|---|---|---|---|---|
| AB | 0.1559 | 0.1559 | 0.1559 | 0.1556 |
| BC | 0.0088 | 0.0087 | 0.0087 | 0.0087 |
| CA | −0.1880 | −0.1881 | −0.1881 | −0.1643 |

Each entry is a mid-slab difference. In these cells the orientations agree within 0.1 meV. In the (110) cell the anion boundary lies one layer away from the cation boundary; with the two boundaries in the same place C/A becomes $-0.1885$ eV, a change of 0.5 meV that (15) places at third order. Agreement at this level is what (15) leads one to expect, although C/A departs from the linear value by 24 meV, or 14% of it. The A/B step can also be read from anion site potentials, compared with their values in the two bulk crystals; this gives 0.1559 eV for (001).

For A/B the band term is $-0.059$ eV, so the valence offset is $-0.059+0.156=0.097$ eV (9.4 kJ/mol). The lineup reverses the sign that the bulk edges alone would suggest. The other offsets, each a mean over the two interfaces of the superlattice, are $-0.526$ eV for B/C and $0.405$ eV for C/A.

The lineups sum to about $-23.5$ meV around the triangle in every orientation. Here $S=\frac12(0+0.30+0.30)=0.30$ eV$^2$, and (17), with higher orders neglected, gives the rough estimate $M_{ca}-M_{ac}\approx-0.08$ eV$^{-1}$. At 2% contrast the (001) sum is $-0.0089$ meV with $S=1.2\times10^{-4}$ eV$^2$, which gives the better value $-0.074$ eV$^{-1}$. In this model equal shifts of both levels only move the zero of energy, so $L_c$ and $L_a$ depend on $\mathbf m$ only through the change $m_c-m_a$ in the separation of cation and anion levels. Then $M_{ca}=-M_{cc}$, and $M_{ca}-M_{ac}=-(M_{cc}+M_{ac})$ is minus the rate at which $L_c+L_a$, and by (14) also $1/\varepsilon$, grows with the separation. The negative sign found here thus means that a smaller separation makes the crystal more polarisable. The midpoint of C and A has a separation 0.55 eV below the reference, that of B and C only 0.05 eV below, and C/A is indeed the pair that departs.

The even A/B step vanishes to the printed digits for (001) and (110). For (111) it is $-2.04$ meV, and $-0.51$ meV at half contrast; the ratio 4.00 shows a quadratic effect. By (18) the two (111) interfaces have lineups about 2 meV above and below their mean, a splitting of 4 meV. The pairs without a common ion have much larger even steps, although the ions stay on ideal sites: 11 to 12 meV in magnitude on (001) and 10 to 13 meV on (111), with sign and size set by the termination. For B/C this exceeds the mean lineup of 9 meV, so its two (001) interfaces have lineups of opposite sign. On (110) the step vanishes for these pairs only when the cation and anion boundaries coincide.

## Real heterostructures

GaAs/AlAs comes close to the assumptions: a common anion, nearly equal lattice constants, and a valence offset of very roughly half an electronvolt. The model should not be compared with it number for number. Its $\varepsilon$ of 1.4 is far below the value near 10 typical of such semiconductors, so by (14) the charge response cancels much more of a rigid level shift there. Real interfaces can also break the assumption of ideal sites. Where neither ion is common, as in InAs/GaSb, the interface bonds differ in length from those of both bulks, and the strained layer can carry a dipole that depends on orientation and bond type. Lattice mismatch also makes the band term depend on orientation through strain, and heterovalent pairs such as Ge/GaAs fall outside the theorem because of (6). For isovalent, lattice-matched pairs with a common ion and moderate contrast, an offset found for one orientation is a sound first estimate for another. Adding offsets around a triangle needs more caution, because the sum can fail to close at second order unless the three materials lie on a line. In the model a common anion is enough to ensure this. A real cation changes more than one parameter, so there a common anion is no guarantee.

## Computed results

```
lattice constant 6.0 angstrom, cell volume 54.0 angstrom^3
hopping c-a 1.0 eV, a-a 0.1 eV, Gauss width 0.8 angstrom
bare levels: cation 4.0 eV, anion -4.0 eV
Coulomb constant k = 14.3996 eV angstrom
reference crystal: cation occupation 0.1767 electrons
reference crystal: gap 5.8486 eV
cation substitution, response per eV of level shift:
  electrons on the site -0.03920 per eV
  electrons on each nearest neighbour 0.00920 per eV
  total within 24 angstrom 1.9e-07 electrons per eV
  second moment 0.27860 angstrom^2 per eV
  lineup coefficient L = -0.15560 (eV per eV)
anion substitution, response per eV of level shift:
  electrons on the site -0.03801 per eV
  electrons on each nearest neighbour 0.00920 per eV
  total within 24 angstrom 1.9e-07 electrons per eV
  second moment 0.25819 angstrom^2 per eV
  lineup coefficient L = -0.14420 (eV per eV)
small-q limit along 001: L_c -0.15553, L_a -0.14414
small-q limit along 110: L_c -0.15553, L_a -0.14413
small-q limit along 111: L_c -0.15553, L_a -0.14413
dielectric constant 1.4279, 1/eps 0.70034
1 + L_c + L_a = 0.70020
A: level shifts cation -0.5, anion 0.0 eV; band edge -3.1556 eV
B: level shifts cation 0.5, anion 0.0 eV; band edge -3.0967 eV
C: level shifts cation 0.0, anion 0.6 eV; band edge -2.5624 eV
weak contrast = 0.02 x full; lineups 001, 110, 111 in meV:
  AB: 3.1107, 3.1105, 3.1107; linear theorem 3.1120
  BC: 0.1743, 0.1739, 0.1743; linear theorem 0.1744
  CA: -3.2939, -3.2932, -3.2939; linear theorem -3.2864
largest weak-contrast deviation 0.229 percent
intermixed 001 A/B, weak contrast: 3.1107 meV
full contrast, lineups 001, 110, 111 in eV:
  AB: 0.15588, 0.15585, 0.15585; linear theorem 0.15560
  BC: 0.00876, 0.00869, 0.00873; linear theorem 0.00872
  CA: -0.18804, -0.18809, -0.18805; linear theorem -0.16432
full contrast, band term and valence offsets 001, 110, 111 in eV:
  AB: band term -0.05891; offsets 0.09696, 0.09694, 0.09693
  BC: band term -0.53433; offsets -0.52558, -0.52565, -0.52561
  CA: band term 0.59325; offsets 0.40520, 0.40516, 0.40520
triangle sums AB+BC+CA for 001, 110, 111: -23.409, -23.550, -23.475 meV
A/B 001 step from anion site potentials 0.15588 eV
even-order A/B step 001, 110, 111: 0.00000, 0.00000, -2.04199 meV
even-order 111 step at half contrast -0.51091 meV
ratio full to half contrast 3.997
```
